When a Wide O-Si-O Angle Traps an Electron: A Tight-Binding Model

**1. The numbers to be explained**

Take an SiO4 unit with fixed bond lengths and open one of its O-Si-O angles. In the model below, opening it from the tetrahedral 109.47° to 132° lowers the lowest antibonding level by 0.115 eV. Opening it to 180° lowers the level by 1.505 eV, thirteen times as much for about three times the opening. If the opposite angle is opened to 132° as well, the lowering is zero.

A wide angle is therefore not sufficient by itself. Four contributions have to be separated: the Si s orbital, the Si p orbital along the distortion axis, the mixing of the two, and the energy an electron gives up when it leaves an extended band state. The first three decide whether a level falls; the last decides whether the fallen level is a trap.

**2. The model and its four bonds**

Silicon has one s orbital at energy E_s and three p orbitals at E_p. Each oxygen has one σ hybrid pointing at the silicon, at energy zero. The unit vector u_i points from Si to oxygen i. The phase of each hybrid is chosen so that its coupling to the s orbital is +V_s; its coupling to the p orbitals is then V_p u_i. With this phase, equal signs of the Si and O coefficients mean an antibonding combination.

Lone pairs, direct coupling between different oxygens, changes of bond length, polarization and electron repulsion are left out. The parameters are round values, not a fit to silica: E_s = 2, E_p = 9, V_s = 4 and V_p = 6 eV.

Collect the couplings of oxygen i in v_i = (V_s, V_p u_i), and let these four vectors be the columns of a 4×4 matrix V. With Si coefficients c and oxygen coefficients h, the eigenvalue equations are

H_Si c + V h = E c
Vᵀ c = E h.

Suppose the v_i are linearly independent, so that V is invertible. Replace H_Si by tH_Si and let t grow from 0 to 1. A zero eigenvalue would require Vᵀc = 0, hence c = 0, and then Vh = 0, hence h = 0. So no eigenvalue crosses zero on the way. At t = 0 the eigenvalues are plus and minus the four singular values of V. At t = 1 there are therefore still four negative and four positive levels.

The neutral unit has eight σ electrons, four from Si and one from each oxygen hybrid. They fill the four negative, bonding levels. A ninth electron enters the lowest positive, antibonding level. In this sense no bond has to be missing for the electron to be accommodated.

**3. Eliminating oxygen**

For E ≠ 0 the second equation gives h = Vᵀc/E. Inserting this in the first gives

A(E) c = 0, A(E) = E − H_Si − M/E, M = V Vᵀ = Σ_i v_i v_iᵀ.

With S = Σ_i u_i, the elements of M are

M_ss = 4V_s²
M_sα = V_s V_p S_α
M_αβ = V_p² Σ_i u_iα u_iβ, with α, β = x, y, z.

In the regular tetrahedron S = 0. The sum Σ_i u_iα u_iβ is isotropic and has trace 4, so it equals (4/3)δ_αβ. The s and p problems separate:

E² − E_s E − 4V_s² = 0
E² − E_p E − (4/3)V_p² = 0.

The positive roots are

E0 = 1 + √(1 + 64) = 9.062 eV for s,
4.5 + √(20.25 + 48) = 12.761 eV for p.

The extra electron would enter the s level E0.

**4. First contribution: the s orbital alone gives nothing**

An s orbital is spherical, and M_ss = 4V_s² contains no angle. If silicon had no p orbitals, the level would stay at E0 for every set of bond directions. Removing the p orbitals from the 180° unit and diagonalizing the rest tests this: the level is again 9.0623 eV.

**5. Second contribution: a weaker p antibond**

Let z bisect the opened angle θ, and let φ be the angle of the opposite pair. The bond directions are

(±sin(θ/2), 0, cos(θ/2)) and (0, ±sin(φ/2), −cos(φ/2)).

Write a = cos(θ/2) and b = cos(φ/2). Adding the four vectors gives S_z = 2(a − b), while S_x and S_y cancel in pairs. The mixed sums of u_x u_z, u_y u_z and u_x u_y also vanish, so s couples to p_z only:

M_sz = 2V_s V_p (a − b)
M_zz = 2V_p² (a² + b²).

The opposite angle is kept tetrahedral, so b² = (1 + cos φ)/2 = 1/3. As θ opens, a falls from 1/√3 to 0, and M_zz falls from 48 to 24 eV². The opened oxygens move towards the nodal plane of p_z and push it up less. Without s-p mixing, the p_z level at 180° would be

4.5 + √(20.25 + 24) = 11.15 eV.

That is a drop of 1.6 eV, but the level remains above E0. Nor do the other p levels come down: M_xx = 2V_p²(1 − a²) grows from 48 to 72 eV², and M_yy = 2V_p²(1 − b²) stays at 48 eV². On its own, this second contribution does nothing to the level that receives the electron.

**6. Third contribution: s-p mixing**

When S ≠ 0, the s level must give way to a lower one. For E > 0,

dA/dE = 1 + M/E²

is positive definite, so the ordered eigenvalues of A rise with E. Near E = 0⁺ the term −M/E dominates. M is positive definite because V is invertible, so all four eigenvalues of A start negative. At E0 the element A_ss is zero by the definition of E0. In the plane of s and the p orbital along S, A(E0) has the form

[0, q; q, r], with q = −V_s V_p |S|/E0.

Its determinant is −q² < 0, so A(E0) has at least one positive eigenvalue. That eigenvalue passed through zero somewhere between 0 and E0, and each such zero is an energy level. Hence an antibonding level lies strictly below E0.

The argument needs independent v_i and a nonzero S, but no small distortion. It was tested on 500 random sets of bond directions and parameters.

If S = 0, s does not mix with p and its level remains at E0. Opening both opposite angles to 132° makes a = b; the lowest antibonding level is then 9.0623 eV, as tested. There is a limit to this control. If both angles reach 180°, the unit is planar, p_z loses its coupling altogether and sits at E_p = 9 eV, slightly below E0. For these parameters a balanced distortion can thus lower the lowest level a little, but by another route and only near the planar shape.

**7. The size of the lowering**

For the opened unit the level obeys A_ss A_zz = (M_sz/E)². Put E = E0 − δ with small δ. Since A_ss(E0) = 0,

A_ss ≈ −δ (1 + 4V_s²/E0²).

To leading order A_zz may be taken in the regular unit at E0:

A_zz ≈ −D, D = E_p + 4V_p²/(3E0) − E0 = 5.234 eV.

The two minus signs cancel in the product, which gives

δ = M_sz² / [E0² (1 + 4V_s²/E0²) D].

The denominator is (82.12 + 64) × 5.234 = 765 eV³. For an opening of x radians, a − b ≈ −(x/2) sin(θ/2), and sin²(θ/2) = 2/3 at the tetrahedral angle. Hence (a − b)² ≈ x²/6: the lowering starts quadratically. At 1° the law with the full a − b gives 0.1539 meV and diagonalization gives 0.1558 meV, a difference of about 1 % of the latter.

The quadratic start has a consequence for narrow angles. Closing θ also makes S nonzero and lowers the level, equally at leading order. Beyond leading order, opening lowers the level more than closing by the same angle, for two reasons. Closing raises M_zz and so pushes the p_z level away, while opening brings it closer. In addition, |a − b|, and with it the mixing, grows somewhat faster on opening than on closing.

At 180°, M_sz² = (24 × 1.1547)² = 768 eV⁴, and the leading-order law would give 1.00 eV. The full equation, multiplied by E², is

(E² − 2E − 64)(E² − 9E − M_zz) = 768.

If M_zz is held at its regular value of 48, the lowest positive root is 8.14 eV. With the true value of 24 it is 7.557 eV. The contributions at 180° therefore weigh as follows:

- s orbital alone: 0
- weaker p_z antibond without mixing: 0
- mixing with the p_z antibond held fixed: 9.06 − 8.14 = 0.92 eV
- both together: 9.062 − 7.557 = 1.505 eV

The mixing is indispensable, and the weaker p_z antibond adds 0.59 eV by making the mixing more effective.

This also accounts for the factor of thirteen in section 1. Between 132° and 180°, |S| grows from 0.3412 to 1.1547, so S² grows by a factor of 11.5. The remaining factor of 1.14 is the net effect of everything beyond the leading-order law.

**8. Where the electron sits, and what happens to the bonds**

The s row of A(E)c = 0 gives

c_z = E A_ss c_s / M_sz.

Below E0, A_ss is negative. For an opened angle a < b, so M_sz is negative too. Thus c_z and c_s have the same sign, and the s-p hybrid leans towards +z, into the opened side.

Its amplitude on an oxygen is h_i = v_i·c/E. At 180°, with weights 0.445 on s and 0.281 on p_z, so that c_s = 0.667 and c_z = 0.530,

opened pair: h = 4 × 0.667/7.557 = 0.353, weight 0.125 each
other pair: h = (4 × 0.667 − 6 × 0.577 × 0.530)/7.557 = 0.110, weight 0.012 each.

At the opposite oxygens the p_z part cancels about 69 % of the s part. The electron largely avoids two of its four antibonding contacts, and this is the physical reason for the lower energy.

The energy of bond i is the part of the electronic energy carried by its coupling,

2 Σ_n f_n h_i⁽ⁿ⁾ (v_i·c⁽ⁿ⁾),

where f_n is the occupation of level n and the factor 2 counts the coupling and its transpose. Because v_i·c = E h_i, one added electron contributes 2E h_i². For each bond of the opened pair this is

2 × 7.557 × 0.1248 = 1.89 eV,

which changes the bond energy from −11.99 to −10.11 eV. For each bond of the other pair the change is 0.18 eV, from −11.89 to −11.71 eV. The regular neutral unit has −12.68 eV per bond. The most affected bond thus keeps about 80 % of its regular bond energy: with the bond lengths held fixed, it is weakened, not broken.

**9. Fourth contribution: the cost of leaving the band**

In silica an extra electron need not stay on one unit. Join the units in a diamond-type network in which each bridging oxygen has two hybrids, one for each silicon neighbour, coupled by −W with W = 2 eV. The minus sign favours the in-phase pair, which acts as the s-like combination on oxygen.

Let all Si s coefficients equal s and all hybrid coefficients equal h. Then

(E − E_s) s = 4V_s h
(E + W) h = V_s s.

Eliminating s and h gives (E − E_s)(E + W) = 4V_s², whose upper root is

E_c = (E_s − W)/2 + √[((E_s + W)/2)² + 4V_s²] = √(4 + 64) = 8.246 eV.

Diagonalizing a regular periodic cell of 128 Si sites confirms this as its lowest antibonding level, and it is used here as the band edge. It lies 0.816 eV below E0. This is what an electron gains by spreading out, and a distorted site has to compete with it.

Now change the bond directions at one Si site, leaving the connections and all other sites regular. An extended state feels the site in proportion to its small weight there, so its shift should fall roughly as the inverse number of sites. A bound state should keep its energy and its weight.

- 132°: the shift below the edge is 0.78 meV with 128 sites and 0.24 meV with 432. The ratio is 3.32, close to the site ratio of 3.375. The state is extended, and there is no trap.
- 150°: the shift is 9.3 and then 3.5 meV, and the weight on the opened unit falls from 0.080 to 0.039. These two cells are not converged; in larger ones the shift keeps falling, to 0.09 meV with 27 648 sites, so this state is extended as well.
- 160°: the binding is 0.117 and 0.115 eV, with a weight of about 0.7. The state is bound.
- 180°: the binding is 0.738 eV in both cells, with a weight of 0.935.

At 154° the binding converges to about 12 meV in large cells, so the onset in this network lies between 150° and 154°. At 160° the isolated unit's level, 8.298 eV, is still above E_c, yet a bound state exists. The trapped electron keeps part of the benefit of spreading, because its orbital extends into neighbouring units.

These bindings depend strongly on W, which sets how far the band edge lies below E0. With W = 3 eV the 160° site shows no converged bound state and the binding at 180° is 0.43 eV; with W = 4 eV it is 0.18 eV; with W = 7 eV even the 180° site does not bind. For sp hybrids W would be half the oxygen 2s-2p splitting, well above 2 eV, so the bound state found here rests on a favourable round value. The result at 132° holds for one wide site in an otherwise regular network. In amorphous silica the neighbouring units are distorted too, and that disorder may help to localize the electron; the model does not treat it.

**10. Weighing the binding against the strain**

A site that does not bind at its rest angle θ_r can still trap if the electron opens it further. Let the neutral site resist with energy K(θ − θ_r)²/2, and let B(θ) be the binding below E_c. Compared with a band electron beside an unstrained site, the trapped state has the energy

−B(θ) + K(θ − θ_r)²/2.

Call it stable at that angle if this energy is negative, so that it lies below the band electron; this does not say that the angle is an equilibrium. The condition is

K < 2B(θ)/(θ − θ_r)².

At 180° the strain from a rest angle of 132° is 48°, or 0.838 rad, and the limit is 2 × 0.738/0.838² = 2.10 eV/rad². From the tetrahedral angle the strain is 1.231 rad, and the limit is 0.97 eV/rad². For both rest angles, 180° gives the highest limit of the three angles 160°, 170° and 180°.

This is the advantage of a site that is already wide. At 132° it does not hold the electron, but part of the strain has been paid by the glass. For K between 0.97 and 2.10 eV/rad², the state at 180° is stable at the wide site and unstable at the regular one, if both have the same stiffness. This compares the two sites at 180° only. In the model the two oxygens could move on past the straight arrangement, where |S| still grows, so 0.97 eV/rad² is not an upper limit for trapping at the regular site. Because there is no binding at 132°, opening the site first costs energy before it pays, so in this harmonic picture trapping has a barrier. This barrier is a property of the model: density-functional calculations on amorphous silica report spontaneous trapping at sites wider than about 132°.

K was treated above as a free parameter, but the model's own bonding electrons already resist the opening. The energy of the eight σ electrons of the neutral unit rises by 0.21 eV from the tetrahedral angle to 132° and by 1.68 eV to 180°, which corresponds to K between 2.2 and 2.8 eV/rad². This is above the limit for the regular site, which peaks at about 1.18 eV/rad² near 200° to 210°, so with its own stiffness the model does not trap the electron at a regular site. For a site at rest at 132° the stiffness also depends on the surrounding glass that holds it open, which the model does not contain. Bond stretching and polarization would change the balance, as would repulsion between oxygens, so the limits are conditions within the model and not predicted trap depths for silica. The mechanism has three requirements: the bond directions must be unbalanced, the lowering must be large enough to bind a state below the band edge, and the binding must exceed the remaining strain. The values for W = 2 eV in the cells of 128 and 432 sites are listed in the numerical output.

Computed values

```
Si s, Si p, O hybrid energies: 2.0, 9.0, 0.0 eV
Couplings VS, VP, W: 4.0, 6.0, 2.0 eV
Tetrahedral angle: 109.47 deg
Regular unit, s antibonding level E0: 9.0623 eV
Regular unit, p antibonding level: 12.7614 eV
Energy denominator D: 5.2344 eV
Random geometries passing the theorem: 500 (count)
Opening by 1 deg, lowering direct: 0.1558 meV
Opening by 1 deg, lowering by law: 0.1539 meV
Cluster 120 deg: |S| 0.1547 (no unit), level 9.0417 eV, lowering 0.0206 eV
Cluster 132 deg: |S| 0.3412 (no unit), level 8.9471 eV, lowering 0.1151 eV
Cluster 150 deg: |S| 0.6371 (no unit), level 8.5997 eV, lowering 0.4626 eV
Cluster 160 deg: |S| 0.8074 (no unit), level 8.2982 eV, lowering 0.7641 eV
Cluster 170 deg: |S| 0.9804 (no unit), level 7.9424 eV, lowering 1.1199 eV
Cluster 180 deg: |S| 1.1547 (no unit), level 7.5572 eV, lowering 1.5051 eV
Control without Si p, 180 deg: level 9.0623 eV
Control with both angles 132 deg: level 9.0623 eV
180 deg orbital weight, Si s: 0.4454 (fraction)
180 deg orbital weight, Si pz: 0.2808 (fraction)
180 deg weight, each O of opened pair: 0.1248 (fraction)
180 deg weight, each O of other pair: 0.0122 (fraction)
Bond energy, regular neutral unit: -12.684 eV per bond
Bond energies, 180 deg neutral, opened/other pair: -11.993, -11.894 eV per bond
Bond energies, 180 deg plus electron, opened/other pair: -10.107, -11.710 eV per bond
Network band edge: 8.2462 eV
Network sizes: 128, 432 Si sites
Network 132 deg: below edge, small/large cell 0.00078, 0.00024 eV
Network 132 deg: weight on opened unit, small/large cell 0.0112, 0.0034 (fraction)
Network 150 deg: below edge, small/large cell 0.00927, 0.00350 eV
Network 150 deg: weight on opened unit, small/large cell 0.0802, 0.0392 (fraction)
Network 160 deg: below edge, small/large cell 0.11650, 0.11543 eV
Network 160 deg: weight on opened unit, small/large cell 0.7030, 0.7174 (fraction)
Network 170 deg: below edge, small/large cell 0.39437, 0.39434 eV
Network 170 deg: weight on opened unit, small/large cell 0.8782, 0.8785 (fraction)
Network 180 deg: below edge, small/large cell 0.73756, 0.73756 eV
Network 180 deg: weight on opened unit, small/large cell 0.9351, 0.9351 (fraction)
Ratio of site numbers: 3.375 (no unit)
Ratio of shifts at 132 deg: 3.319 (no unit)
Stiffness limit at 160 deg, rest 109.47/132 deg: 0.297, 0.967 eV/rad^2
Stiffness limit at 170 deg, rest 109.47/132 deg: 0.707, 1.793 eV/rad^2
Stiffness limit at 180 deg, rest 109.47/132 deg: 0.974, 2.102 eV/rad^2
```
